# Grid padding for cubic and quintic Landau forces in polarization-field simulations

## Problem

A ferroelectric is described by one polarization component $P(x,t)$ in a periodic box of length $L$. The polarization points perpendicular to $x$, so its variation creates no bound charge and no depolarizing field. Its free energy per unit area is

$$
\mathcal F=\int_0^L\left[f(P)-EP+\frac g2(\partial_xP)^2\right]dx,\qquad f=\frac a2P^2+\frac b4P^4+\frac c6P^6 ,
$$

and it relaxes with a friction coefficient $\Gamma$:

$$
\Gamma\,\partial_tP=E-f'(P)+g\,\partial_x^2P,\qquad f'(P)=aP+bP^3+cP^5 .
$$

The sixth-order term is indispensable when $b<0$, the case of a first-order transition, because without it the energy has no lower bound.

The simulation keeps the Fourier modes with integer index $|k|\le K$,

$$
P(x)=\sum_{|k|\le K}c_k\,e^{2\pi ikx/L},\qquad c_{-k}=c_k^* .
$$

They are stored on $N=2K+2$ points, with the unpaired mode $N/2$ set to zero. The linear and gradient terms act on each mode separately. The powers are formed pointwise on a finer "padded" grid of $M$ points and projected back on $|k|\le K$.

(a) How large must $M$ be for the kept coefficients of $P^3$ to be free of aliasing for every field of this kind? (b) How large for $P^5$? (c) What changes in three dimensions and with several polarization components? (d) What does too small a grid do to a domain wall?

## A tempting solution

The product of two fields limited to $|k|\le K$ has modes up to $2K$. On $M$ points a mode $q$ cannot be told from $q-M$. The highest mode therefore appears at $2K-M$, which lies outside the kept band if $2K-M<-K$, that is, $M\ge3K+1$. A grid with $M=2N=4K+4$ points satisfies this with room to spare.

Now build the quintic force from such products. Form $P^2$ and truncate it to $|k|\le K$; square the result and truncate again; multiply by $P$ and truncate once more. Each step multiplies two band-limited fields and is free of aliasing. Hence, it seems, twofold padding suffices for $P^5$, as for any other power.

## Where it fails

Each product is indeed free of aliasing, but the final result is not the projection of $P^5$. Truncating $P^2$ discards its modes between $K$ and $2K$, and later factors would have brought part of them back into the kept band.

A wave at the cutoff shows this by hand. Let $P=A\cos\theta$ with $\theta=2\pi Kx/L$. Then

$$
P^2=\frac{A^2}{2}(1+\cos2\theta)\ \longrightarrow\ \frac{A^2}{2},
$$

because $\cos2\theta$ has index $2K$ and is removed. Squaring gives $A^4/4$, and the last product gives $(A^5/4)\cos\theta$. The correct expansion follows from the binomial theorem:

$$
\cos^5\theta=\frac{(e^{i\theta}+e^{-i\theta})^5}{32}
=\frac{2\cos5\theta+10\cos3\theta+20\cos\theta}{32}
=\frac{\cos5\theta+5\cos3\theta+10\cos\theta}{16}.
$$

The projected force should contain $\tfrac58A^5\cos\theta$, not $\tfrac14A^5\cos\theta$. The staged method has lost 60 % of it.

Could one keep more modes between stages? The last product, $P^4\cdot P$, needs $P^4$ correct for $|q|\le2K$, since a factor $P$ can lower the index by $K$. The square $P^2\cdot P^2$ has modes up to $4K$, and its aliases miss the band $|q|\le2K$ only if $4K-M<-2K$, or $M>6K$. By this route, then, the stages bring no saving over the direct evaluation treated next.

## Correct solution

**What the grid computes.** Take $x_j=jL/M$, $j=0,\dots,M-1$, with $M\ge2K+1$ so that the kept modes are distinct on the grid. Multiplying out the $p$-th power gives

$$
P^p=\sum_{|q|\le pK}h_q\,e^{2\pi iqx/L},\qquad
h_q=\sum_{k_1+\dots+k_p=q}c_{k_1}\cdots c_{k_p},
$$

where every $|k_i|\le K$. We set $h_q=0$ for $|q|>pK$. The computed coefficient is

$$
\tilde h_k=\frac1M\sum_{j=0}^{M-1}P(x_j)^p\,e^{-2\pi ikj/M}
=\sum_qh_q\left[\frac1M\sum_{j=0}^{M-1}r^j\right],\qquad r=e^{2\pi i(q-k)/M}.
$$

If $q-k$ is a multiple of $M$, then $r=1$ and the bracket equals 1. Otherwise the geometric sum is $(r^M-1)/(r-1)=0$, because $r^M=1$. Therefore

$$
\tilde h_k=h_k+\sum_{m\ne0}h_{k+mM}.
$$

The second term is the aliasing error.

**Sufficient size.** For a kept index and $m\neq0$,

$$
|k+mM|\ge|m|M-|k|\ge M-K .
$$

If $M-K>pK$, every $h_{k+mM}$ in the error vanishes. Since $M$ and $K$ are integers, this condition reads

$$
\boxed{M\ge(p+1)K+1}.
$$

**Necessary size.** Suppose instead that $2K+1\le M\le(p+1)K$. Choose a field with all $c_k$ real, positive and symmetric in $k$. Each index $|q|\le pK$ can be written as a sum of $p$ kept indices, so $h_q$ is a sum of positive products and $h_q>0$. At $k=-K$ the term $m=1$ contributes $h_{M-K}$. Its index satisfies $K+1\le M-K\le pK$, so this contribution is positive, and the other alias terms cannot cancel it because none is negative. The error is nonzero. The bound is therefore sharp for a guarantee that covers all fields; a particular field may get by with fewer points.

**Answers to (a) and (b).**

$$
P^3:\ M\ge4K+1,\qquad P^5:\ M\ge6K+1 .
$$

With $N=2K+2$ these bounds are $2N-3$ and $3N-5$. The ratio $M/N$ tends to $(p+1)/2$, which is 2 for the cubic and 3 for the quintic force. The convenient sizes $2N$ and $3N$ suffice, and for large $K$ hardly anything can be saved below them.

The bounds were tested by comparing grid projections with direct convolutions for $K=1$ to $6$ on every grid from $2K+1$ to $2pK+1$ points. For $K=6$ the smallest safe sizes were 25 points for $p=3$ and 37 for $p=5$, as the formula requires.

Two changes of convention move the bound. If all modes of the product are wanted, not just $|k|\le K$, the condition becomes $pK-M<-pK$, or $M\ge2pK+1$. If the mode $N/2$ is kept, then $K=N/2$, and $2N$ or $3N$ equals $(p+1)K$, one point short. In that case $|k|<K$ still gives $|k+mM|>pK$ for $m\ne0$, so the damage is confined to the outermost modes $|k|=K$.

**(c) More dimensions and components.** In $d$ dimensions, let the kept modes fill a box $|k_i|\le K_i$. Aliases are displaced by $(m_1M_1,\dots,m_dM_d)$, with at least one $m_i\neq0$. In that direction the inequality above applies, so $M_i\ge(p+1)K_i+1$ in every direction is sufficient. It is also necessary in each direction, as a field that varies along that direction alone shows.

With several components, the total degree counts. An energy term $P_x^4P_y^2$ gives a force proportional to $P_x^3P_y^2$, whose modes reach $5K_i$ just as those of $P_x^5$ do; positive coefficients in both components again prove necessity. In a two-dimensional test with $K=2$, a grid of $13\times13$ points gave a relative error of $1.0\times10^{-15}$. Removing one point in either direction gave at least $3.4\times10^{-3}$, relative to the largest kept coefficient.

In three dimensions the padded grids hold $(2N)^3=8N^3$ and $(3N)^3=27N^3$ points. The quintic term thus raises the number of grid points by a factor of $27/8=3.375$.

**(d) Grid energy and walls.** Define the Landau energy per area summed on the grid,

$$
\mathcal E_M=\frac LM\sum_jf(P(x_j)).
$$

Differentiating with respect to $c_{-k}$, with $c_k$ and $c_{-k}$ treated as independent variables, gives

$$
\frac1L\frac{\partial\mathcal E_M}{\partial c_{-k}}
=\frac1M\sum_jf'(P(x_j))\,e^{-2\pi ikj/M}.
$$

The right-hand side is the projected $f'(P)$ used in the simulation, which enters the equation of motion with a minus sign. Even an aliased force is thus minus the gradient of an energy, but of the grid sum and not of the integral. The two agree if no nonzero mode of $P^6$ falls on index zero, which is guaranteed when $M>6K$. This is the same threshold as for the quintic force.

Now shift the whole profile by $\delta$. Let $f_q$ be the Fourier coefficients of $f(P(x))$ before the shift. Each acquires a factor $e^{-2\pi iq\delta/L}$, and the grid sum retains the indices $q=mM$:

$$
\mathcal E_M(\delta)=L\sum_mf_{mM}\,e^{-2\pi imM\delta/L}.
$$

The true energy is the term $m=0$ and does not depend on $\delta$. The other terms have the period $L/M$ of the grid. They create an artificial energy landscape that can hold a wall in place. The gradient energy, evaluated mode by mode, is unaffected by the shift.

## Worked example

The round parameters are $a=-5.0\times10^7$ V m/C, $b=-2.5\times10^9$ V m⁵/C³, $c=5.0\times10^{10}$ V m⁹/C⁵ and $g=1.0\times10^{-10}$ V m³/C. The box has $L=32$ nm, $N=32$ and $K=15$, so the storage spacing is 1.0 nm. The sharp minima are 61 points for the cubic and 91 for the quintic force; the convenient sizes are 64 and 96.

At zero field, $f'(P)=0$ with $P\ne0$ gives $a+bP^2+cP^4=0$. The stable root is

$$
P_s^2=\frac{-b+\sqrt{b^2-4ac}}{2c}=0.0653\ \mathrm{C^2/m^4},\qquad P_s=25.6\ \mathrm{\mu C/cm^2}.
$$

**Wave at the cutoff.** Let $A=20$ μC/cm² $=0.20$ C/m². The quintic term contains the index $5K=75$ with field amplitude

$$
\frac{cA^5}{16}=\frac{(5.0\times10^{10})(3.2\times10^{-4})}{16}\ \mathrm{V/m}
=1.0\times10^6\ \mathrm{V/m}=10\ \mathrm{kV/cm}.
$$

On 64 points it returns as $75-64=11$, a false force of wavelength $32/11=2.9$ nm. The cubic term's highest index, 45, returns as $45-64=-19$ and is discarded. On 96 points the index 75 becomes $-21$ and is discarded too.

**Three states compared.** The table gives the peak alias field of the quintic term in kV/cm. The random state has rms polarization 10 μC/cm², equal strength in all nonzero kept modes and one set of random phases. The last row is a relaxed pair of 180° walls.

| State | $M=32$ | $M=64$ | $M=80$ | $M=96$ |
|---|---:|---:|---:|---:|
| Cutoff wave | 60 | 10 | 10 | rounding |
| Random | 366 | 37 | 0.50 | rounding |
| Wall pair | 11 | $1.7\times10^{-5}$ | $1.9\times10^{-11}$ | rounding |

For the cubic term the alias is at rounding level from $M=64$ on in all three states. The 37 kV/cm of the random state is about a quarter of the field at which a uniform polarization becomes unstable in this model, 143 kV/cm. It depends on the phases drawn: most other sets give between 6 and 44 kV/cm, typically about 14 kV/cm.

The wall pair shows the difference between a guarantee and a particular case. On 64 points an alias in the kept band must come from an index of at least $64-15=49$. Five kept indices adding up to 49 average 9.8, where the coefficients of a smooth wall are already small. Twofold padding is then harmless for this wall. The staged method with truncation, by contrast, errs by 13 kV/cm on the same walls. Twofold padding is less safe for a narrower wall: with $g$ four times smaller, the width of a fully resolved wall is halved, and the quintic alias field on 64 points, still with $K=15$, rises to about 0.3 kV/cm.

**Artificial pinning.** On 32 points the energy of one wall varies by $\Delta\gamma=0.058$ mJ/m² as the profile is shifted rigidly. A field $E$ does work $2P_sE\,d\delta$ per area when a wall moves by $d\delta$, so the estimated pinning field is the maximum of $|d\gamma/d\delta|$ divided by $2P_s$. For a sinusoidal variation of period $h=1.0$ nm the maximum slope is $\pi\Delta\gamma/h$, and

$$
E_\mathrm{pin}\approx\frac{\pi\,(5.83\times10^{-5}\ \mathrm{J/m^2})}{2(0.2556\ \mathrm{C/m^2})(1.0\times10^{-9}\ \mathrm m)}
=3.6\times10^5\ \mathrm{V/m}=3.6\ \mathrm{kV/cm}.
$$

The slope computed directly gives the same value. On 64 points this rigid-shift pinning field, which measures aliasing alone, is $7\times10^{-8}$ kV/cm, and on 96 points it is at rounding level. A rigid shift moves both walls the same way, whereas a field moves them in opposite directions. The truncation to $|k|\le K$ makes the energy oscillate weakly with the wall separation, so a relaxed pair still resists fields of about 0.006 kV/cm on both 64 and 96 points, and of about 2 kV/cm when $g$ is four times smaller. Padding does not remove this part.

To see whether the walls really stop, we need the speed of a free one. Insert $P(x-vt)$ into the equation of motion, multiply by $\partial_xP$ and integrate across a wall that rises from $-P_s$ to $P_s$. The gradient term integrates to zero because $\partial_xP$ vanishes on both sides, and $f$ is equal on both sides to first order in $E$. What remains is

$$
-\Gamma v\int(\partial_xP)^2dx=2P_sE,\qquad |v|=\frac{2P_sE}{\Gamma\int(\partial_xP)^2dx}.
$$

The sign says that the domain parallel to the field grows. A field of $0.4E_\mathrm{pin}=1.43$ kV/cm was applied for the time in which this formula predicts 3.0 nm. The displacement, inferred from the mean polarization, was 3.01 nm on both 64 and 96 points, but 0.06 nm on 32 points, where the wall stopped. At $2E_\mathrm{pin}$ the wall on 32 points did move, by 2.4 nm in the time allowed for 3.0 nm. The rigid-wall estimate thus separates a pinned from a moving case.

**What padding leaves uncorrected.** A static wall obeys $g(\partial_xP)^2/2=f(P)-f(P_s)$, obtained by multiplying $f'(P)=g\,\partial_x^2P$ by $\partial_xP$ and integrating. Its energy is therefore

$$
\gamma=\int g(\partial_xP)^2dx=\int_{-P_s}^{P_s}\sqrt{2g\,[f(P)-f(P_s)]}\;dP=7.494\ \mathrm{mJ/m^2}.
$$

With $K=15$ and threefold padding the result is 7.497 mJ/m², higher by 0.03 %; with $K=63$ it agrees with the integral to the digits shown. This difference comes from the limited set of modes, and no amount of padding removes it.

## The model beside a real ferroelectric

The coefficients are rough values in the regime of barium titanate near room temperature, and the polarization of about 26 μC/cm² is typical of it. The wall width, $2P_s$ divided by the central slope, is 2.6 nm, or 6.4 lattice constants of roughly 0.4 nm. This is probably too wide for a 180° wall in that material; a narrower wall would need a finer grid. The uniform switching field of 143 kV/cm is far above the coercive field of bulk crystals, roughly 1 kV/cm, where reversal proceeds by nucleation and wall motion. It also exceeds a rough bulk breakdown field of 100 kV/cm. The artificial pinning of 3.6 kV/cm on the unpadded grid is small beside the uniform switching field but larger than the bulk coercive field, so it could distort a simulated reversal by wall motion.

The model also assumes freedom from stress, which a film held by its substrate need not have. With a rough electrostrictive coefficient of 0.1 m⁴/C² and a modulus of 200 GPa, the spontaneous strain is 0.65 %. Suppressing it completely would cost 2.2 times the well depth of 1.98 MJ/m³. Thermal fluctuations may matter too: at 300 K, $k_BT$ is 3.2 times the well depth multiplied by $\ell^3$. Here $\ell=2\sqrt{g/f''(P_s)}=0.87$ nm is twice the length over which the deviation from $P_s$ decays by a factor $e$ far from a wall. With a rough Curie constant $C=1.5\times10^5$ K, a warming by 10 K raises $a$ by $(10\ \mathrm K)/(\varepsilon_0C)$ and, with $b$ and $c$ held fixed, lowers $P_s$ by only about 1.5 %. These effects change fields and wall energies, but not the padding rule, which depends on the degree of the force and the kept band. Uniform clamping, for instance, adds an energy proportional to $P^4$ and hence another cubic force. Strong noise that fills the modes up to the cutoff moves the simulation from the smooth wall, where twofold padding was enough, towards the random state of the table, where threefold padding matters. How far it moves depends on the noise amplitude, since the quintic alias grows steeply with it. The full numerical output follows.

## Table of computed values

```
Scan p=2, K=6: smallest safe M = 19 points
Scan p=3, K=6: smallest safe M = 25 points
Scan p=5, K=6: smallest safe M = 37 points
2D mixed term, K=2: relative error 1.0e-15 at M=13
2D, one direction one point short: relative error 3.39e-03
a = -5.00e+07 V m/C, b = -2.50e+09 V m^5/C^3
c = 5.00e+10 V m^9/C^5, g = 1.00e-10 V m^3/C
L = 32 nm, N = 32, K = 15, spacing = 1.0 nm
Sharp minimum: P^3 61 points, P^5 91 points
Sharp minimum / N: P^3 1.906, P^5 2.844
3D points: 2N grid 262144, 3N grid 884736, ratio 3.375
Spontaneous polarization = 25.56 uC/cm2
Well depth = 1.977 MJ/m3
Homogeneous (spinodal) coercive field = 142.7 kV/cm
Cutoff wave: amplitude 20 uC/cm2, wavelength 2.133 nm
Its P^5 alias on 2N: 10.000 kV/cm at mode 11
Wavelength of mode 11 = 2.909 nm
Random start: rms 10 uC/cm2
Peak alias fields in kV/cm (P^3 term, P^5 term):
  cutoff wave, M=32: 5.00e+01, 6.00e+01
  cutoff wave, M=64: 6.05e-13, 1.00e+01
  cutoff wave, M=80: 8.51e-13, 1.00e+01
  cutoff wave, M=96: 8.60e-13, 7.83e-13
  random, M=32: 1.74e+02, 3.66e+02
  random, M=64: 4.02e-13, 3.73e+01
  random, M=80: 7.24e-13, 5.02e-01
  random, M=96: 1.12e-12, 2.31e-12
  walls, M=32: 9.10e+00, 1.10e+01
  walls, M=64: 9.00e-13, 1.67e-05
  walls, M=80: 1.37e-12, 1.89e-11
  walls, M=96: 7.04e-13, 9.43e-13
Staged truncated P^5 on walls: error 13.014 kV/cm
Wall width 2Ps/slope = 2.570 nm
Wall energy: K=15 7.49660, K=63 7.49424 mJ/m2
Wall energy from integral = 7.49424 mJ/m2
M=32: wall energy ripple 5.83e-02 mJ/m2, pinning field 3.58e+00 kV/cm
M=64: wall energy ripple 5.95e-10 mJ/m2, pinning field 7.31e-08 kV/cm
M=96: wall energy ripple 3.47e-15 mJ/m2, pinning field 6.61e-14 kV/cm
Weak drive = 1.4335 kV/cm, free target 3.0 nm
  M=32: wall displacement 0.064 nm
  M=64: wall displacement 3.006 nm
  M=96: wall displacement 3.006 nm
Strong drive 7.1675 kV/cm, M=32: 2.413 nm
Rough inputs: Q = 0.1 m4/C2, modulus 200 GPa
Strain 0.65 %, full clamping energy / well depth = 2.16
kT at 300 K / (well depth x ell^3) = 3.16, ell = 0.872 nm
Wall width / rough lattice constant 0.4 nm = 6.4
10 K warmer (rough Curie constant 1.5e+05 K): Ps = 25.18 uC/cm2
Rough breakdown 100 kV/cm: strong drive ratio 7.17e-02, coercive ratio 1.43
```
